# The quadratic coefficient at electron coalescence is not universal

When two electrons in a singlet state meet, the wave function rises linearly with their separation $r$, and the slope relative to the value at contact is $1/2$ in atomic units in every state that does not vanish at the point of contact. It is tempting to expect the same of the next coefficient, that of $r^2$. That expectation is false. Averaged over the directions of $\mathbf r$ with the midpoint $\mathbf R$ of the pair held fixed, the wave function is

$$f(\mathbf R)\left[1+\tfrac12 r+c_2(\mathbf R)\,r^2+c_3(\mathbf R)\,r^3+\dots\right],\qquad c_2=\frac{1}{6}\left(\frac12-\varepsilon\right), \tag{1}$$

where, for two electrons with total energy $E$ in an external potential $V$,

$$\varepsilon(\mathbf R)=E-2V(\mathbf R)+\frac{\nabla_R^2 f}{4f}. \tag{2}$$

The quantity $\varepsilon$ is the energy left for relative motion at the point of contact. It depends on the state and, in general, on where the pair is. Two Hooke's atoms of different frequency have $c_2=-1/8$ and $c_2=+1/40$: not even the sign is common. What is universal is a relation between the next two coefficients, $c_3=c_2/3-1/48$.

The algebra uses atomic units. Numerical results are in eV and powers of angstrom, and come from the numerical check.

## The counter-example: two Hooke's atoms

A Hooke's atom is a pair of electrons in a harmonic trap:

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+\tfrac12\omega^2(r_1^2+r_2^2)+\frac1{|\mathbf r_1-\mathbf r_2|}.$$

Let $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf r=\mathbf r_1-\mathbf r_2$. The chain rule gives $\nabla_1=\frac12\nabla_R+\nabla_r$ and $\nabla_2=\frac12\nabla_R-\nabla_r$. In the sum of squares the cross terms cancel, so $\nabla_1^2+\nabla_2^2=\frac12\nabla_R^2+2\nabla_r^2$. Likewise $r_1^2+r_2^2=2R^2+\frac12r^2$. Hence

$$H=\left[-\tfrac14\nabla_R^2+\omega^2R^2\right]+\left[-\nabla_r^2+\tfrac14\omega^2r^2+\frac1r\right]. \tag{3}$$

The two brackets act on different variables, so there are eigenstates of the form $f(\mathbf R)\,\varphi(\mathbf r)$. For the centre of mass take $f=e^{-\omega R^2}$. Then $\nabla_R^2f=(4\omega^2R^2-6\omega)f$, and the first bracket gives $(-\omega^2R^2+\frac32\omega+\omega^2R^2)f=\frac32\omega f$. The total energy is $E=\frac32\omega+\varepsilon$, with $\varepsilon$ the eigenvalue of the second bracket.

For a spherically symmetric $\varphi$, write $\varphi=P(r)\,e^{-\omega r^2/4}$. Differentiating,

$$\varphi'=\left(P'-\tfrac12\omega rP\right)e^{-\omega r^2/4},$$

$$\varphi''=\left(P''-\omega rP'-\tfrac12\omega P+\tfrac14\omega^2r^2P\right)e^{-\omega r^2/4}.$$

In $-\varphi''-2\varphi'/r+\frac14\omega^2r^2\varphi+\varphi/r=\varepsilon\varphi$ the terms in $\omega^2r^2$ cancel, leaving

$$P''+\frac2rP'-\omega rP'-\frac1rP+\left(\varepsilon-\tfrac32\omega\right)P=0.$$

Insert $P=\sum_kp_kr^k$ with $p_0=1$. Since $P''+2P'/r=\sum_kk(k+1)p_kr^{k-2}$, the power $r^{-1}$ requires $2p_1=p_0$, so $p_1=\frac12$. This is the cusp, and neither $\omega$ nor $\varepsilon$ enters it. The power $r^k$ requires

$$(k+2)(k+3)\,p_{k+2}-p_{k+1}+\left(\varepsilon-\tfrac32\omega-k\omega\right)p_k=0. \tag{4}$$

At particular frequencies the series stops, and the solution is then closed.

**Atom A.** Let $P=1+\frac12r$. Equation (4) with $k=1$ gives $\varepsilon=\frac52\omega$. With $k=0$ it gives $-\frac12+\varepsilon-\frac32\omega=0$, that is $\omega=\frac12$. Thus $\varepsilon=\frac54$ and

$$\varphi_A=\left(1+\tfrac12r\right)e^{-r^2/8}=1+\tfrac12r-\tfrac18r^2-\tfrac1{16}r^3+\dots$$

**Atom B.** Let $P=1+\frac12r+p_2r^2$. With $k=2$, $\varepsilon=\frac72\omega$. With $k=1$, $-p_2+\omega\cdot\frac12=0$, so $p_2=\frac12\omega$. With $k=0$, $6p_2-\frac12+2\omega=0$, so $5\omega=\frac12$ and $\omega=\frac1{10}$. Thus $\varepsilon=\frac7{20}$, $p_2=\frac1{20}$ and

$$\varphi_B=\left(1+\tfrac12r+\tfrac1{20}r^2\right)e^{-r^2/40}=1+\tfrac12r+\left(\tfrac1{20}-\tfrac1{40}\right)r^2-\tfrac1{80}r^3+\dots$$

Neither function has a node, so each is the lowest relative s state of its trap. The coefficients of $r^2$ are $-\frac18$ and $+\frac1{40}$.

In practical units the traps have $\hbar\omega=13.61$ eV and $2.72$ eV, and relative energies $34.01$ eV and $9.52$ eV. The cusp is $0.9449$ Å$^{-1}$ in both. Since this stands for $\frac12$ bohr$^{-1}$, one bohr$^{-2}$ is $(0.9449/0.5)^2=3.571$ Å$^{-2}$, and

$$c_2^A=-0.125\times3.571=-0.446\ \text{Å}^{-2},\qquad c_2^B=0.025\times3.571=0.089\ \text{Å}^{-2}.$$

At $r=0.5$ Å the common linear form gives $\varphi(r)/\varphi(0)=1+0.9449\times0.5=1.472$. The true ratios are $1.317$ for A and $1.484$ for B. Adding the quadratic term gives

$$\text{A: }1.4724-0.4464\times0.25=1.361,\qquad\text{B: }1.4724+0.0893\times0.25=1.495.$$

For A this removes most of the error. For B the error stays at about $0.011$ and changes sign, because the cubic term, $-0.0844\times0.125=-0.011$, cancels about half of the quadratic one at this distance.

## What these two atoms show, and what they do not

The atoms show that $c_2$ changes with the Hamiltonian. It also changes from state to state in one trap: the first excited relative s state of trap A has $\varepsilon=59.60$ eV and $c_2=-1.006$ Å$^{-2}$.

It would be wrong to conclude that every change of the total energy changes $c_2$. Multiply $f$ by the centre-of-mass coordinate $Z_c$, the $z$ component of $\mathbf R$. Then

$$\nabla_R^2(Z_cf)=Z_c\nabla_R^2f+2\,\partial_{Z_c}f=(4\omega^2R^2-6\omega-4\omega)\,Z_cf,$$

so the centre-of-mass energy becomes $\frac52\omega$. In trap A the total energy rises from $54.42$ to $68.03$ eV. The factor $\varphi$ is untouched, and so is $c_2$.

Nor do these atoms show any dependence on position. In a product $f(\mathbf R)\varphi(\mathbf r)$ the ratio of the wave function to its value at contact does not contain $\mathbf R$. Position dependence needs a state that is not a single product. In the harmonic trap such a state can be built at special frequencies, where two products with different $\varepsilon$ have the same total energy and can be added. The ordinary source is a potential that couples the two motions, and it calls for a general formula.

## The general statement

Consider a stationary state $\Psi$ of two electrons in a spin-independent potential $V$ that is smooth near $\mathbf R$. The spins form a singlet, so $\Psi$ is even in $\mathbf r$ and its value at contact, $f(\mathbf R)=\Psi|_{r=0}$, need not vanish; take a point where $f\neq0$. Assume that $\Psi$ and its derivatives with respect to $\mathbf R$ are continuous up to $r=0$. This is reasonable because the singular term $1/r$ does not contain $\mathbf R$: differentiating the Schrödinger equation with respect to $\mathbf R$ produces only a bounded extra source. Under these assumptions equations (1) and (2) hold, and

$$c_3=\frac{c_2}{3}-\frac1{48}. \tag{5}$$

## Proof

The external potential of the pair is $U=V(\mathbf R+\frac12\mathbf r)+V(\mathbf R-\frac12\mathbf r)$. In a Taylor expansion the terms odd in $\mathbf r$ cancel, so

$$U=2V(\mathbf R)+O(r^2). \tag{6}$$

Let $\bar\psi(r,\mathbf R)$ be the average of $\Psi$ over the directions of $\mathbf r$. The angular part of $\nabla_r^2$ averages to zero, and the radial part can be written $\nabla_r^2\bar\psi=\frac1r\partial_r^2(r\bar\psi)$. With $u=r\bar\psi$, the averaged Schrödinger equation multiplied by $r$ is

$$\partial_r^2u=\bar\psi+rG,\qquad G=-\tfrac14\nabla_R^2\bar\psi+\langle U\Psi\rangle-E\bar\psi, \tag{7}$$

where the angle brackets denote the same average. The right-hand side is bounded, and $u(0)=0$. Therefore $\partial_ru$ has a limit at $r=0$, and that limit is $\lim u/r=f$. The expansion follows by integrating (7) twice, repeatedly, without presupposing a power series.

*First pass.* As $r\to0$ the right-hand side tends to $f$. Two integrations give $u=fr+\frac12fr^2+o(r^2)$. Dividing by $r$,

$$\bar\psi=f\left(1+\tfrac12r\right)+o(r),$$

which is the cusp. The symbol $o(r^n)$ means a remainder that vanishes faster than $r^n$.

*Second pass.* By (6), $G$ tends to

$$G_0=-\tfrac14\nabla_R^2f+2Vf-Ef=-\varepsilon f,$$

which is definition (2). Then

$$\partial_r^2u=f+r\left(\tfrac12-\varepsilon\right)f+o(r).$$

Integrating $r$ twice gives $r^3/6$, so the $r^3$ term of $u$ is $\frac16(\frac12-\varepsilon)f$. It is the $r^2$ term of $\bar\psi$, which proves (1).

*Third pass.* Now $G$ is needed to first order in $r$. Applying $\nabla_R^2$ to (7) and repeating the first pass gives $\nabla_R^2\bar\psi=(1+\frac12r)\nabla_R^2f+o(r)$. By (6), $\langle U\Psi\rangle=2V\bar\psi+O(r^2)$. All three terms of $G$ thus carry the factor $1+\frac12r$, and $G=-\varepsilon f(1+\frac12r)+o(r)$. The $r^2$ term on the right of (7) is $(c_2-\frac12\varepsilon)f$. Integrating $r^2$ twice gives $r^4/12$, hence

$$c_3=\frac1{12}\left(c_2-\frac{\varepsilon}{2}\right).$$

From (1), $\varepsilon=\frac12-6c_2$. Substitution gives $c_3=\frac1{12}(4c_2-\frac14)$, which is (5). $\blacksquare$

For atom A, (5) gives $-\frac1{24}-\frac1{48}=-\frac1{16}$; for B it gives $\frac1{120}-\frac1{48}=-\frac1{80}$. Both agree with the closed forms.

## Why the cusp is universal and the next term is not

In (2), $-\nabla_R^2f/(4f)$ is the local kinetic energy of the pair's centre. So $\varepsilon$ is the total energy minus the external potential energy at contact and minus the motion of the centre. Adding a constant $C$ to $V$ raises $E$ by $2C$ and leaves $\varepsilon$ alone, as it must. For the Hooke ground state, $\nabla_R^2f/(4f)=\omega^2R^2-\frac32\omega$ cancels the position dependence of $2V=\omega^2R^2$, and $\varepsilon=E-\frac32\omega$ is constant.

At contact the repulsion $1/r$ diverges, so every finite energy is negligible beside it, and the slope is set by the repulsion alone. One order later the repulsion acts on the linear term and contributes $\frac1r\cdot\frac r2=\frac12$, a finite energy. The finite $\varepsilon$ competes with it on equal terms. The coefficient changes sign where they balance, at $\varepsilon=\frac12$, or $13.61$ eV. Among the Hooke ground states this happens at $\hbar\omega=4.32$ eV, between atoms B and A.

Two fixed values can look like natural candidates for a universal coefficient. The zero-energy Coulomb equation $\varphi''+2\varphi'/r=\varphi/r$ gives $k(k+1)p_k=p_{k-1}$, hence $p_1=\frac12$ and $p_2=\frac1{12}$. This is (1) with $\varepsilon=0$: a term of the same order in $r$ as the one retained has been dropped. The factor $e^{r/2}$ has the correct slope and the quadratic coefficient $\frac18$, which by (1) requires $\varepsilon=-\frac14$. In atom A the true coefficient happens to have the same magnitude and the opposite sign. Such a factor may still be used in a trial function, but the function multiplying it must then supply the difference.

## The angular part and the triplet

The full $r^2$ term is not a single number. The average removes a part with angular momentum $l=2$. When $\Psi$ is invariant under rotations about a centre, this part is $f\,d(R)\,r^2P_2(\cos\theta)$, with $\theta$ the angle between $\mathbf r$ and $\mathbf R$. Because $\nabla_r^2(r^2P_2)=0$, it drops out of the equation at order $r^0$, where $c_2$ was determined. The local equation therefore leaves $d$ free at this order, and the rest of the system determines it.

In a triplet $\Psi$ is odd in $\mathbf r$ and $f=0$, so (1) does not apply. For a separable state with relative angular momentum $l$, put $\varphi=r^l(1+\alpha r+c\,r^2+\dots)$ times a spherical harmonic. The radial operator acting on $r^{l+k}$ gives the factor

$$(l+k)(l+k+1)-l(l+1)=k(2l+k+1).$$

The two lowest orders of the equation are $-(2l+2)\alpha+1=0$ and $-(4l+6)c+\alpha-\varepsilon=0$, so

$$\alpha=\frac1{2(l+1)},\qquad c=\frac{\alpha-\varepsilon}{4l+6}.$$

The trap term is of higher order. The lowest $l=1$ state of trap A has $\varepsilon=43.80$ eV, the slope $\alpha=0.472$ Å$^{-1}$, half the singlet value, and $c=-0.486$ Å$^{-2}$.

## Dependence on the position of another charge

Place a fixed positive charge $e$ at the centre of trap A, smeared with a density proportional to $e^{-s^2/a^2}$, where $s$ is the distance from the centre and $a=0.50$ Å. Each electron acquires the potential energy $q\,\mathrm{erf}(s/a)/s$ with $q=-1$; the sign of $q$ is that of the electron's energy, so the charge attracts. The pair potential now depends on the angle between $\mathbf r$ and $\mathbf R$, and the motions no longer separate. The ground state was computed on a grid in $R$ and $r$ with the partial waves $l=0,2,4$. The coefficients were read from its derivatives at $r=0$:

| $R$ (Å) | $\varepsilon$ (eV) | $c_2$ (Å$^{-2}$) | $d$ (Å$^{-2}$) |
|---|---|---|---|
| 0.2 | 49.61 | −0.788 | 0.020 |
| 0.5 | 45.65 | −0.701 | 0.094 |
| 1.0 | 39.64 | −0.569 | 0.158 |

The cusp is $0.9449$ Å$^{-1}$ in all three rows. The coefficient $c_2$ is not constant: it varies with the distance of the pair from the charge, within one state of one Hamiltonian. Formula (1) accounts for it. At $R=1.0$ Å, with one hartree equal to $2\times13.606=27.21$ eV,

$$c_2=\frac16\cdot\frac{13.61-39.64}{27.21}\times3.571=-0.569\ \text{Å}^{-2}.$$

The program tests this agreement, and relation (5), at each of the three distances. With the charge removed, the same method returns the constant $-\frac18$ bohr$^{-2}$ and $d=0$ within its tolerance. Including $l=4$ changes $c_2$ by at most $5.3\times10^{-5}$ Å$^{-2}$ at these distances.

The charge lowers the total energy from $54.42$ to $18.69$ eV, yet $\varepsilon$ at all three places lies above the $34.01$ eV of the bare trap. The other two terms of (2) have changed as well. The total energy falls by $54.42-18.69=35.7$ eV. The charge lowers $2V$ by $2\,\mathrm{erf}(R/a)/R$, with $R$ in bohr and 1 Å equal to $2\times0.9449=1.890$ bohr. At $R=0.2$ Å this is $2\times0.4284/0.378\times27.21=61.7$ eV and at $R=0.5$ Å it is $2\times0.8427/0.945\times27.21=48.5$ eV, more than the fall of $E$, so $E-2V$ rises. At $R=1.0$ Å it is only $2\times0.9953/1.890\times27.21=28.7$ eV, so $E-2V$ falls by about $7$ eV; since $\varepsilon$ rises by $39.64-34.01=5.6$ eV, the term $\nabla_R^2f/(4f)$ has risen there by about $13$ eV. One state with one total energy thus has different $c_2$ at different places, so $c_2$ cannot be read from the total energy.

If the other particles move, the proof changes little. Let further electrons sit at $\mathbf r_k$, away from the pair, and let the pair be in a spatially symmetric component of the wave function. Their kinetic energies do not act on $\mathbf r$, and the total potential energy without $1/r$ is again $W_0+O(r^2)$, because exchanging the pair leaves it unchanged. The same integration gives (1) with

$$\varepsilon=E-W_0+\frac1f\left(\tfrac14\nabla_R^2+\tfrac12\sum_k\nabla_k^2\right)f,$$

where $f$ and $W_0$ depend on $\mathbf R$ and on all $\mathbf r_k$. The numerical check does not cover this extension.

## Where the expansion fails

At a node of $f$ the ratio $c_2$ is undefined, though the product $fc_2=\frac16\left(\frac12f-\frac14\nabla_R^2f+2Vf-Ef\right)$ remains finite.

A more serious failure occurs at a point nucleus of charge $Z$, where $V=-Z/R$ is not smooth. For a state that does not vanish when both electrons reach the nucleus, the Fock expansion begins with

$$\Psi\approx1-Z(r_1+r_2)+\tfrac12r_{12}.$$

Since $\nabla^2r=2/r$, the kinetic energy of the linear terms is $Z/r_1+Z/r_2-1/r_{12}$, which cancels all three Coulomb singularities. At contact $f=1-2ZR$ and $\nabla_R^2f=-4Z/R$. To leading order as $R\to0$, (2) gives $\varepsilon\approx2Z/R-Z/R=Z/R$, and so

$$c_2\approx-\frac{Z}{6R}. \tag{8}$$

The same result follows directly from the wave function. For $h<R$ the average of $|\mathbf R+\mathbf h|$ over the directions of $\mathbf h$ is

$$\frac{(R+h)^3-(R-h)^3}{6Rh}=R+\frac{h^2}{3R}.$$

With $h=r/2$ for each electron, $r_1+r_2$ averages to $2R+r^2/(6R)$, and the factor $-Z$ reproduces (8). The later Fock terms are of second degree in the distances, up to a logarithm, so they add to $c_2$ at most a logarithm of $R$.

The quadratic term is small beside the linear one when $Zr/(3R)\ll1$. However small $r$ is, this fails once the pair is close enough to the nucleus. The expansion in $r$ at fixed $\mathbf R$ is therefore not uniform there, and the three-particle Fock expansion has to replace it.

## Computed results

```
Universal cusp, singlet: 0.9449 1/angstrom
c2 of zero-energy Coulomb solution: 0.2976 angstrom^-2
c2 of exp(r/2), r in bohr: 0.4464 angstrom^-2
Hooke atom A: hbar*omega = 13.6057 eV
  relative energy eps = 34.0142 eV
  total energy = 54.4228 eV
  total energy, centre of mass excited = 68.0285 eV
  measured cusp = 0.9449 1/angstrom
  c2 = -0.12500 bohr^-2 = -0.4464 angstrom^-2
  c3 = -0.4218 angstrom^-3
  phi(r)/phi(0) at r = 0.5 angstrom: exact 1.3170, linear 1.4724, quadratic 1.3608
Hooke atom B: hbar*omega = 2.7211 eV
  relative energy eps = 9.5240 eV
  total energy = 13.6057 eV
  total energy, centre of mass excited = 16.3268 eV
  measured cusp = 0.9449 1/angstrom
  c2 = 0.02500 bohr^-2 = 0.0893 angstrom^-2
  c3 = -0.0844 angstrom^-3
  phi(r)/phi(0) at r = 0.5 angstrom: exact 1.4836, linear 1.4724, quadratic 1.4948
c2 changes sign at eps = 13.6057 eV, hbar*omega = 4.3219 eV
Trap A, excited relative s state: eps = 59.5961 eV, c2 = -1.0059 angstrom^-2
Trap A, l=1 triplet: eps = 43.8010 eV, cusp = 0.4724 1/angstrom, c2 = -0.4855 angstrom^-2
Trap A plus fixed charge: q = -1.0 e, width a = 0.50 angstrom
  total energy = 18.692 eV (without charge 54.423 eV)
  R = 0.2 angstrom: cusp = 0.9449 1/angstrom, eps = 49.612 eV
    c2 = -0.788 angstrom^-2, c3 = -0.64 angstrom^-3, P2 term d = 0.020 angstrom^-2
  R = 0.5 angstrom: cusp = 0.9449 1/angstrom, eps = 45.649 eV
    c2 = -0.701 angstrom^-2, c3 = -0.58 angstrom^-3, P2 term d = 0.094 angstrom^-2
  R = 1.0 angstrom: cusp = 0.9449 1/angstrom, eps = 39.636 eV
    c2 = -0.569 angstrom^-2, c3 = -0.50 angstrom^-3, P2 term d = 0.158 angstrom^-2
  largest change of c2 on adding l=4: 5.3e-05 angstrom^-2
Point nucleus, R -> 0: a0*R*c2/Z = -0.16667 (dimensionless)
```
